# Why photoionization leaving a positive trap core starts with a step

**Question.** Light lifts an electron out of a trap into the conduction band. If the trap is left neutral, the cross-section grows from zero as a power of the excess energy. If the trap is left with charge +1, the ideal cross-section begins at a finite value. Why does the charge of the core make this difference, and how high is the step?

**Answer.**

### Mechanism

The bound electron is close to the core, so light can transfer it only to the part of the outgoing wave that lies close to the core. The threshold law is therefore set by how strongly a slow outgoing wave is present there, per unit energy.

Take a parabolic band of mass \(m^*\) and a static dielectric constant \(\varepsilon\). Use effective atomic units, \(\hbar=m^*=e^2/(4\pi\varepsilon_0\varepsilon)=1\), with length unit \(a^*\) and energy unit \(E_H^*\), which is two effective Rydbergs. The free electron has energy \(E=k^2/2\) above threshold, and the core attracts it with \(-Z/r\). Its local speed is

\[
v(r)=\sqrt{k^2+2Z/r}.
\]

Where the wavelength changes slowly, the squared amplitude is proportional to \(1/v\), because the flux is the same at every distance. At \(k=0\) the speed \(v=\sqrt{2Z/r}\) gives \(|v'|/v^2=1/\sqrt{8Zr}\). This decreases outward, so a slow electron leaves the Coulomb field without being strongly reflected at large distance. Near the core its speed is set by the attraction and hardly depends on \(k\), and so its amplitude there hardly depends on \(k\) either.

Without the attraction, a slow p wave has to penetrate the centrifugal barrier from a distance of order \(1/k\). Its presence at the core then vanishes with \(k\).

### From the transition rate to a radial integral

For a light field \(\mathcal E\cos\omega t\) along \(z\), the golden rule with energy-normalized final states gives the rate \((2\pi/\hbar)(e\mathcal E/2)^2|\langle E|z|i\rangle|^2\). Multiply by \(\hbar\omega\) and divide by the intensity \(\tfrac12 n_r\varepsilon_0c\,\mathcal E^2\), where \(n_r\) is the refractive index:

\[
\sigma=\frac{\pi e^2\omega}{n_r\varepsilon_0c}|\langle E|z|i\rangle|^2
=\frac{4\pi^2\alpha}{n_r}\hbar\omega\,|\langle E|z|i\rangle|^2 ,
\]

with \(\alpha\) the fine-structure constant. The local-field factor is taken as 1. An s state goes to a p state, and the angular integral of \(\cos\theta\) is \(1/\sqrt3\). With radial functions \(u=r\times\)(radial wave) and \(R=\int_0^\infty u_E\,r\,u_i\,dr\), effective units give

\[
\sigma=\frac{2\pi^2\alpha a^{*2}}{n_r}\frac{df}{dE},\qquad \frac{df}{dE}=\frac23\,\omega R^2 .
\]

### Normalizing the Coulomb wave

In a large sphere of radius \(L\), a normalized wave is \(\sqrt{2/L}\,\sin(kr+\dots)\). Neighbouring states differ by \(\pi/L\) in \(k\), to leading order in \(1/L\), hence by \(k\pi/L\) in energy. Multiplying the squared amplitude \(2/L\) by the density of states \(L/(\pi k)\) gives the squared amplitude per unit energy, \(2/(\pi k)\).

The radial equation is

\[
u''+\left[k^2+\frac{2Z}{r}-\frac{l(l+1)}{r^2}\right]u=0 .
\]

Insert \(u=r^{l+1}e^{-ikr}w\) and \(x=2ikr\). The result is Kummer's equation, \(xw''+(2l+2-x)w'-aw=0\), with \(a=l+1+i\gamma\) and \(\gamma=Z/k\). The regular solution is \(w=M(a,2l+2,x)\), with \(w(0)=1\).

At large \(r\), the part of \(e^{-ikr}M\) that travels outward is \((2l+1)!\,e^{ikr}x^{-a^*}/\Gamma(a)\), where \(a^*\) in the exponent is the complex conjugate of \(a\). Since \(x=2kr\,e^{i\pi/2}\), its modulus is \((2l+1)!\,e^{-\pi\gamma/2}(2kr)^{-l-1}/|\Gamma(a)|\). The function \(u\) is real, so the inward part is the complex conjugate, and the total amplitude is twice the modulus:

\[
u\to\frac{2(2l+1)!\,e^{-\pi\gamma/2}}{(2k)^{l+1}|\Gamma(l+1+i\gamma)|}\sin(kr+\gamma\ln 2kr+\text{const}).
\]

Let the energy-normalized wave be \(\sqrt{D_l}\,r^{l+1}\) near the core. Then \(D_l\) is \(2/(\pi k)\) divided by the squared amplitude above. Using

\[
|\Gamma(l+1+i\gamma)|^2=\frac{\pi\gamma}{\sinh\pi\gamma}\prod_{s=1}^l(s^2+\gamma^2),\qquad
\frac{\pi\gamma\,e^{\pi\gamma}}{\sinh\pi\gamma}=\frac{2\pi\gamma}{1-e^{-2\pi\gamma}},
\]

one finds

\[
D_l=\frac{2}{\pi k}\,\frac{4^l k^{2l+2}}{[(2l+1)!]^2}\,\frac{2\pi Z/k}{1-e^{-2\pi Z/k}}\prod_{s=1}^l\left(s^2+\frac{Z^2}{k^2}\right)
=\frac{4Z}{1-e^{-2\pi Z/k}}\,\frac{4^l}{[(2l+1)!]^2}\prod_{s=1}^{l}(s^2k^2+Z^2).
\]

For \(Z>0\) the exponential vanishes as \(k\to0\), and

\[
D_l\to\frac{4^{l+1}Z^{2l+1}}{[(2l+1)!]^2}.
\]

This is the threshold limit. The attraction supplies a factor \(1/k\) that cancels the \(k\) left over from normalization, and it replaces each centrifugal factor \(s^2k^2\) by \(Z^2\). For \(l=1\), \(Z=1\) the limit is \(4/9\). Outward integration of the radial equation, normalized far from the core, gives 0.4622 at \(k=0.2\) and 0.4489 at \(k=0.1\), approaching 0.4444.

Two other limits show what the sign of the charge does. For \(Z\to0\) the fraction \(4Z/(1-e^{-2\pi Z/k})\) tends to \(2k/\pi\), so \(D_l\propto k^{2l+1}\), and \(D_1\propto E^{3/2}\). For a repelling core, \(D_l\) contains \(4|Z|/(e^{2\pi|Z|/k}-1)\) and is exponentially small.

A short-range force on the p wave changes the height of the step but does not in general remove it. Adding the well \(-e^{-r^2}\) moves \(D_1\) at \(k=0.1\) from 0.449 to 1.177, with 1.199 at \(k=0.2\), and the solution at \(k=0\) itself gives the finite limit 1.170.

### The dipole integral does not vanish

A finite \(D_1\) gives a step only if \(R\) is not zero. Let the trap depth be \(\kappa^2/2\) with \(\kappa>1\), and let the short-range force of the core act on s waves alone, at the origin. Outside it, \(u_i''+(2/r-\kappa^2)u_i=0\). Try \(u_i=B\,r\int_\kappa^\infty\varphi(p)e^{-pr}dp\). The equation becomes

\[
\int_\kappa^\infty\varphi\,[(p^2-\kappa^2)r-2p+2]\,e^{-pr}dp=0 .
\]

Write \(re^{-pr}=-\partial_pe^{-pr}\) and integrate by parts. This requires \((p^2-\kappa^2)\varphi'+2\varphi=0\), so

\[
\varphi=\left(\frac{p+\kappa}{p-\kappa}\right)^{\nu},\qquad \nu=\frac1\kappa<1 .
\]

The boundary term at \(p=\kappa\) vanishes because \(\nu<1\). The constant \(B>0\) follows from \(\int u_i^2dr=1\).

For the final wave, integrate the power series of \(M\) term by term:

\[
\int_0^\infty r^3e^{-(p+ik)r}M(a,4,2ikr)\,dr=\frac{6}{(p+ik)^4}\left(1-\frac{2ik}{p+ik}\right)^{-a}
=\frac{6\,e^{-(2Z/k)\arctan(k/p)}}{(p^2+k^2)^2}.
\]

The series converges for \(p>\sqrt3\,k\), and analytic continuation extends the result to all \(p>0\). The dipole integral has one more power of \(r\), which \(-\partial_p\) supplies:

\[
R=B\sqrt{D_1}\int_\kappa^\infty\varphi(p)\,\frac{6(4p-2Z)}{(p^2+k^2)^3}\,e^{-(2Z/k)\arctan(k/p)}\,dp .
\]

For \(Z=1\) and \(p\ge\kappa>1\) every factor is positive, so in this model the step cannot vanish. At threshold the exponential becomes \(e^{-2/p}\) and \(\sqrt{D_1}=2/3\).

For comparison, a neutral core with a zero-range force has \(u_i=\sqrt{2\kappa}\,e^{-\kappa r}\). The same \(r^3\) integral with \(Z=0\), \(p=\kappa\) gives \(R=\sqrt{2\kappa D_1}\,6/(\kappa^2+k^2)^2\). With \(D_1=2k^3/(9\pi)\) and \(\omega=(\kappa^2+k^2)/2\),

\[
\frac{df}{dE}=\frac{16\,\kappa k^3}{3\pi(\kappa^2+k^2)^3}\propto E^{3/2}\quad\text{near threshold.}
\]

### What happens just below threshold

The step belongs to the production of free electrons. Total absorption also contains lines to bound p levels at \(-1/(2n^2)\), whose spacing tends to \(1/n^3\). A highly excited level has squared amplitude \(C/v\). Normalization over a classical period \(T=2\pi n^3\) gives \(CT/4=1\), so \(C=2/(\pi n^3)\). This is the continuum value \(2/\pi\) times the level spacing. Hence \(n^3f_n\) tends to \(df/dE\) at threshold. The computed values are 0.0172 for \(n=2\) and 0.0213 for \(n=60\), against 0.0213 in the continuum. Absorption averaged over the lines has no step.

### The number for a nitride trap

Take illustrative values for amorphous silicon nitride. The optical depth is uncertain: values near 1.5 eV are often quoted as the thermal depth, with the optical depth nearer 3 eV. Here: optical depth 1.5 eV, \(m^*=0.5\,m_0\), \(\varepsilon=7\), \(n_r=2\). The effective Rydberg is 0.139 eV and \(a^*=0.741\) nm, so \(\kappa=\sqrt{1.5/0.1388}=3.29\). The integral gives \(R=0.0769\) at threshold. Therefore

\[
\frac{df}{dE}=\frac{\kappa^2}{3}R^2=\frac{10.80}{3}(0.0769)^2=0.0213,
\]

\[
\sigma_{\rm step}=3.95\times10^{-16}\ \text{cm}^2\times0.0213=8.4\times10^{-18}\ \text{cm}^2=8.4\times10^{-4}\ \text{nm}^2 .
\]

As a check on the normalization of the bound state, the lines and the continuum together carry a strength of 0.99999, where one electron must give 1.

At 1 meV of excess energy the charged core gives \(8.5\times10^{-18}\) cm², and a neutral core of the same depth gives \(1.1\times10^{-21}\) cm². Keeping the charged core's bound state but using a free final wave gives \(3.0\times10^{-21}\) cm². The final-state attraction thus accounts for a factor of about 2800, and the change of bound state for a factor of about 3.

At 1 eV the attractive and free final waves give nearly equal results, \(1.57\) and \(1.60\times10^{-17}\) cm². There the larger \(D_1\) is offset by the factors \(4p-2Z\) and \(e^{-(2Z/k)\arctan(k/p)}\), both smaller than for \(Z=0\).

### What survives in a real film

The model applies to a neutral trap that loses an electron. An extra electron stored on a neutral trap leaves a neutral core, and its ideal threshold is the power law. For the positive core, real nitride breaks the assumption of a sharp, isolated threshold in several ways:

- **Phonons.** For an illustrative relaxation energy \(\lambda=0.3\) eV and phonon energy \(\hbar\Omega=0.06\) eV at 300 K, linear coupling to harmonic phonons gives a standard deviation \([\lambda\hbar\Omega\coth(\hbar\Omega/2k_BT)]^{1/2}=0.15\) eV. The step becomes a gradual edge. With a Gaussian line shape of this width, the broadened continuum at the nominal threshold is \(6.0\times10^{-18}\) cm² for the charged core and \(5.7\times10^{-19}\) cm² for the neutral one, so a tenfold contrast remains for these inputs. Only a factor of about 4 of it comes from the final-state attraction (the same bound state with a free final wave gives \(1.5\times10^{-18}\) cm²); the rest comes from the bound state. The lines below threshold add a further \(1.1\times10^{-18}\) cm² to the absorption of the charged core. For an optical depth of 3.0 eV with \(\lambda=1.5\) eV the width is 0.33 eV and the contrast falls to about 5.
- **Field.** With \(C_e=e^2/(4\pi\varepsilon_0\varepsilon)\), the potential energy \(-C_e/r-eFr\) has its maximum at \(r=\sqrt{C_e/(eF)}\), lowered by \(2\sqrt{C_e\,eF}\). At 1 MV/cm this is 0.29 eV, larger than the effective Rydberg.
- **Neighbours.** At \(10^{19}\) traps per cm³ the mean nearest-neighbour distance is 2.6 nm. Neutral neighbours do not end the Coulomb tail, but compensating charges can. As a simple model, let the attraction be \(-1/r+1/R_c\) out to this distance \(R_c\) and zero beyond. Then \(D_1\) falls to 0.0014 of its uncut value at 1 meV but keeps 0.72 of it at 0.1 eV. The value at 1 meV depends strongly on how the tail ends: an abrupt cut of \(-1/r\) at \(R_c\) leaves 0.29, a value governed by a p level bound by only 3 meV; moving the cut to \(0.95R_c\) or \(1.05R_c\) gives 3.7 or 0.11. The power \(E^{3/2}\) returns at the lowest energies, which confirms that the step needs the long tail.
- **Heat.** For an isolated core in zero field, the first excited p level lies 35 meV below threshold, and \(k_BT\) is 26 meV. Heat can free an electron from it, so photocurrent can begin below the optical threshold. This level has a mean radius of \(5a^*=3.7\) nm, larger than the neighbour distance above. It is absent when the tail is cut as \(-1/r+1/R_c\), and its binding is far smaller than the barrier lowering at 1 MV/cm.

The height is an estimate of order of magnitude. The bound electron's mean radius is 0.16 nm, about a bond length, where effective-mass theory is doubtful. Replacing \(\varepsilon=7\) by the optical value 4, with the other inputs fixed, raises the step to \(3.3\times10^{-17}\) cm². An optical depth of 3.0 eV instead of 1.5 eV lowers it to \(1.6\times10^{-18}\) cm². A Lorentz local field, if it applied, would multiply the result by 4. Scattering by disorder is not estimated here. The numerical output lists the values at further energies.

## Values computed for the example and the checks

```
trap depth 1.5 eV, mass 0.5 m0, static eps 7.0, index 2.0
effective Rydberg 0.1388 eV, effective Bohr radius 0.7408 nm
nu 0.3042, kappa 3.2870 (effective atomic units)
bound-state norm N 2.2879 (effective atomic units)
bound-state mean radius 0.156 nm
largest relative error of D_l, 18 cases: 1.8e-06
D_1 attractive: k=0.2 0.46222, k=0.1 0.44889, limit 0.44444
D_1 free: k=0.2 5.659e-04, k=0.1 7.074e-05
D_1 repulsive, formula: k=0.2 1.050e-14
power of energy, k=0.1 to 0.2: attractive 0.0211, free 1.5000
D_1 with added short-range well: k=0.2 1.1994, k=0.1 1.1773
threshold dipole integral R 0.07692 (effective atomic units)
threshold df/dE 0.02131 per effective hartree
cross-section per unit df/dE 3.9530e-16 cm^2
STEP HEIGHT 8.422e-18 cm^2 = 8.422e-04 nm^2
excess eV | charged core | same bound state, free wave | neutral core  (cm^2)
  0.001 | 8.466e-18 | 3.021e-21 | 1.067e-21
  0.010 | 8.845e-18 | 9.354e-20 | 3.314e-20
  0.050 | 1.035e-17 | 9.539e-19 | 3.426e-19
  0.100 | 1.187e-17 | 2.413e-18 | 8.810e-19
  0.200 | 1.402e-17 | 5.515e-18 | 2.077e-18
  0.500 | 1.649e-17 | 1.233e-17 | 5.043e-18
  1.000 | 1.568e-17 | 1.598e-17 | 7.303e-18
line n=2: n^3 f_n 0.01718
line n=5: n^3 f_n 0.02069
line n=10: n^3 f_n 0.02115
line n=60: n^3 f_n 0.02130
sum rule: lines 0.00370 + continuum 0.99629 = 0.99999
first excited p level 34.7 meV below threshold, kT 25.9 meV
phonon energy 0.06 eV, relaxation energy 0.3 eV, T 300 K
phonon broadening, standard deviation 0.148 eV
broadened at excess -0.2 eV: charged 9.468e-19, neutral 5.207e-20 cm^2
broadened at excess +0.0 eV: charged 5.957e-18, neutral 5.675e-19 cm^2
broadened at excess +0.2 eV: charged 1.263e-17, neutral 2.117e-18 cm^2
barrier lowering at 1.0 MV/cm: 0.287 eV, barrier top at 1.43 nm
trap density 1e+19 cm^-3: mean nearest neighbour 2.57 nm
Coulomb energy at that distance 0.080 eV
tail cut there, excess 0.001 eV: D_1 cut/uncut 0.0014
tail cut there, excess 0.01 eV: D_1 cut/uncut 0.0510
tail cut there, excess 0.1 eV: D_1 cut/uncut 0.7246
tail cut there, excess 0.5 eV: D_1 cut/uncut 0.8710
power of energy with cut tail, k=0.001 to 0.002: 1.5000
step with optical eps 4.0: 3.277e-17 cm^2
Lorentz local-field factor, if it applied: 4.00
```
